# Standard states and symmetry numbers in a bimolecular rate constant, part 2

The reaction H + CH₄ → H₂ + CH₃ passes over a saddle point [H···H···CH₃]‡ (TS) with a threefold axis. The model is the ideal gas with rigid rotors and harmonic vibrations, Hartree–Fock theory in the 6-31G basis, and transition-state theory without tunnelling or recrossing. At $T = 298.15$ K, $RT = 2.47896$ kJ/mol and $k_BT/h = 6.21244\times10^{12}$ s⁻¹. The rate in moles per volume and time is $k\,c_{\rm H}\,c_{\rm CH_4}$. Part (d) asks what error in $k$ results if every symmetry number $\sigma$ is set to 1, and what if only one of them is.

Three earlier equations are needed. The Poisson formula for a Gaussian is

$$\sum_{n} e^{i(n+s)\varphi - a(n+s)^2} = \sqrt{\frac{\pi}{a}}\sum_m e^{2\pi i m s}\,e^{-(\varphi - 2\pi m)^2/4a}. \tag{1}$$

For $N$ molecules in volume $V$, with $A = -k_BT\ln(q^N/N!)$ and $q = (V/\Lambda^3)\,q_{\rm int}\,e^{-E_0/k_BT}$, the chemical potential is

$$\mu = A(N+1) - A(N) = -k_BT\ln\frac{q}{N+1} \to E_0 - k_BT\ln\frac{q_{\rm int}}{n\Lambda^3}, \tag{3}$$

with $n = N/V$, $\Lambda = h/\sqrt{2\pi mk_BT}$, $E_0$ the electronic plus zero-point energy, $q_{\rm int} = q_{\rm el}q_{\rm rot}q_{\rm vib}$, and molar Gibbs energy $G = N_A\mu$. For reactants A and B,

$$k = \frac{k_BT}{h}\;N_A\frac{\Lambda_A^3\Lambda_B^3}{\Lambda_\ddagger^3}\;\frac{q_\ddagger}{q_Aq_B}\;e^{-\Delta E_0/k_BT}. \tag{5}$$

Here $q_A$, $q_B$, $q_\ddagger$ are internal partition functions, $q_\ddagger$ omits the unstable mode (coordinate $s$, not the $s$ of (1)), and $\Delta E_0 = E_{0\ddagger} - E_{0A} - E_{0B}$.

Going from $p^\circ = 1$ atm to $c^\circ = 1$ mol/L (1 M) raises every $G$ by the "shift" $RT\ln(c^\circ RT/p^\circ) = 7.926$ kJ/mol, with $c^\circ RT/p^\circ = 24.4654$. The barrier $\Delta G^\ddagger$ falls from 114.43 to 106.51 kJ/mol, and part (b) gives $k = 1.36\times10^{-6}$ L mol⁻¹ s⁻¹. A "tempting solution" wrongly added the shift to the barrier and treated the saddle point as having no symmetry.

A test case uses structureless spheres that react on touching at distance $d = 0.3$ nm. Their complex is a linear rotor, and kinetic theory gives $k = N_A\pi d^2\langle v\rangle$, with $v$ the relative speed.

## The origin of the symmetry number

Let $g$ run over the $\sigma$ proper rotations, the identity included, that carry the equilibrium structure onto itself. Each one permutes the protons. Protons are fermions, so the total wave function must acquire the sign $\operatorname{sgn}(g)$ of that permutation. Take the electronic state and the vibrational ground state to be unchanged by every $g$, so that the condition falls on the product of rotational and proton-spin functions. Let $U(g)$ be the action of the permutation on these products within one rotational level, and define

$$P = \frac1\sigma\sum_g \operatorname{sgn}(g)\,U(g).$$

Since $U(g')U(g) = U(g'g)$, signs multiply, and $g'g$ runs once over the group as $g$ does, one finds $U(g')P = \operatorname{sgn}(g')P$ and then $P^2 = P$. Thus $P$ projects on the allowed states: everything it produces has the right sign, and an allowed state is left unchanged. The number of allowed states is its trace, and the trace over a product space factorizes:

$$w = \frac1\sigma\sum_g \operatorname{sgn}(g)\,\chi_{\rm rot}(g)\,\chi_{\rm spin}(g). \tag{8}$$

In the basis where each proton is up or down, a permutation contributes to the trace only for assignments it leaves unchanged, which requires equal spins around each cycle. So $\chi_{\rm spin} = 2^{\rm cycles}$, equal to $2^{n_H}$ for the identity. On rotor states $|JKM\rangle$ the relabelling of nuclei turns the body-fixed axes by the angle $\varphi_g$, leaves the laboratory projection $M$ alone, and multiplies a state with projection $K$ on the rotation axis by $e^{iK\varphi_g}$.

Methane is a spherical top with levels $k_B\Theta J(J+1)$, $\Theta = \hbar^2/2Ik_B$. All $K$ are degenerate, the trace may be taken with $K$ quantized along the axis of $g$, and $\chi_J(\varphi) = \sum_{K=-J}^{J}\cos K\varphi$. The rotations are the identity ($\chi_{\rm spin} = 16$), eight turns by 120° about the four C–H bonds (a three-cycle and a fixed proton, $\chi_{\rm spin} = 4$) and three half turns (two two-cycles, $\chi_{\rm spin} = 4$). That makes $\sigma = 12$, and all these permutations are even. For $J=0$, $w = (16 + 32 + 12)/12 = 5$. For $J=1$ the characters are $3, 0, -1$ and $w = (48 + 0 - 12)/12 = 3$. The sequence continues 5, 11, 13, 11.

The partition function is $\sum_J(2J+1)w_J\,e^{-aJ(J+1)}$ with $a = \Theta/T$, the factor $2J+1$ counting $M$. Put $j = J+\tfrac12$, so that $J(J+1) = j^2 - \tfrac14$. The identity term of (8) contains

$$\sum_J(2J+1)^2e^{-aJ(J+1)} = e^{a/4}\,2\!\!\sum_{j\in\mathbb Z+1/2}\! j^2e^{-aj^2} = e^{a/4}\,2\left(-\frac{d}{da}\right)\sqrt{\frac\pi a} = \sqrt\pi\,a^{-3/2}e^{a/4},$$

by (1) with $s = \tfrac12$, $\varphi = 0$, up to terms of order $e^{-\pi^2/a}$. For any other rotation the geometric sum gives $\chi_J = \sin(j\varphi)/\sin(\varphi/2)$, and

$$\sum_J(2J+1)\chi_Je^{-aJ(J+1)} = \frac{e^{a/4}}{\sin(\varphi/2)}\sum_{j\in\mathbb Z+1/2} j\sin(j\varphi)e^{-aj^2} = -\frac{e^{a/4}}{\sin(\varphi/2)}\frac{d}{d\varphi}\sum_{j\in\mathbb Z+1/2}\cos(j\varphi)e^{-aj^2}.$$

By (1) every term on the right carries a factor $e^{-(\varphi-2\pi m)^2/4a}$. For $\varphi = 2\pi/3$ and $\Theta = 7.706$ K the largest has the exponent $(\pi^2/9)(298.15/7.706)\approx 42$, and these contributions are negligible. What remains is $2^{4}\cdot\sqrt\pi\,(T/\Theta)^{3/2}e^{\Theta/4T}/12$.

The saddle point is a symmetric top with levels $k_B[\Theta_bJ(J+1) + (\Theta_a-\Theta_b)K^2]$ and $K$ along the threefold axis. Its rotations are the identity ($\chi_{\rm spin} = 32$) and two turns by 120° (a three-cycle and two fixed protons, even, $\chi_{\rm spin} = 8$), so $\sigma = 3$ and $w_K = [32 + 16\cos(2\pi K/3)]/3$, which is 16 when $K$ is a multiple of 3 and 8 otherwise. Let $a = \Theta_a/T$, $b = \Theta_b/T$. At fixed $K$ the sum over $J\ge|K|$ samples $\gamma(j) = 2je^{-bj^2}$ at the midpoints of unit intervals starting at $|K|$. On each interval the integral exceeds the midpoint value by $\gamma''/24$ at leading order, and summing $\gamma''$ gives $-\gamma'(|K|)$. Therefore

$$\sum_{J\ge|K|}(2J+1)e^{-bJ(J+1)} \approx e^{b/4}e^{-bK^2}\left[\frac1b + \frac{1-2bK^2}{12}\right].$$

Multiplying by $e^{-(a-b)K^2}$ leaves a Gaussian $e^{-aK^2}$ times a polynomial in $K^2$. By (1) with $s=0$, the cosine part of $w_K$ is suppressed by $e^{-\varphi^2/4a}$ as before, while $\sum_K e^{-aK^2} = \sqrt{\pi/a}$ and the mean of $K^2$ is $1/2a$. The result is $2^5\cdot\tfrac13\cdot b^{-1}\sqrt{\pi/a}$ times $1 + b/4 + (b/12)(1 - b/a) = 1 + b/3 - b^2/12a$.

At leading order in $\Theta/T$ both cases are

$$q_{\rm rot} = \frac{\sqrt\pi}{\sigma}\sqrt{\frac{T^3}{\Theta_a\Theta_b\Theta_c}} \tag{9}$$

times the number of spin states. An excited vibrational level multiplies the identity term of (8) by its degeneracy, which $q_{\rm vib}$ already counts, and otherwise alters only the non-identity terms, which vanish in the same way. The spin counts cancel in (5), because the saddle point has $2^5$ states and the reactants $2\times2^4$. By (3), a factor $1/\sigma$ in $q$ adds $+RT\ln\sigma$ to $G$, and by (5)

$$k = \frac{\sigma_A\sigma_B}{\sigma_\ddagger}\,k(\text{all }\sigma = 1). \tag{10}$$

Equation (10) fails when $T$ is not large compared with $\Theta$, since the non-identity terms then survive.

The explicit quantum sums per spin state are 35.778 for methane and 397.855 for the saddle point, against 35.548 and 396.719 from (9). The excesses of 0.65 % and 0.29 % match the corrections found above: $\Theta/4T = 7.706/1192.6 = 0.0065$, and with $\Theta_a = 7.335$ K, $\Theta_b = 2.831$ K, $b/3 - b^2/12a = 0.0032 - 0.0003 = 0.0029$. Their quotient accounts for the rate with quantum rotor sums, $1.357\times10^{-6}$, lying 0.4 % below $1.362\times10^{-6}$ L mol⁻¹ s⁻¹. The program asserts that all weights are integers, that the quantum sums agree with (9) to 1 %, and that the symmetry numbers found by trying every permutation of the protons equal those that pyscf assigns from the point group.

Reflections and other improper operations are not counted in $\sigma$. Exchanging just two protons of methane turns a labelled structure into its labelled mirror image, which no rotation can reach. That permutation ties the wave function around one structure to the wave function around the other, and removes no level from either. In this reaction the 12 and 3 improper operations would double both numbers and leave the ratio unchanged, but they would falsify each Gibbs energy, and they would make the ratio twice too large when two achiral polyatomic reactants, each doubled, meet at an achiral saddle point, which is doubled only once.

## Part (d), and the rate from partition functions

With $\sigma_{\rm H} = 1$, $\sigma_{\rm CH_4} = 12$ and $\sigma_\ddagger = 3$, the ratio in (10) is 4. Setting all symmetry numbers to 1 gives $3.405\times10^{-7}$ L mol⁻¹ s⁻¹, too small by 4 and not by 12; the quantum sums confirm the factor to the asserted 1 %. The number has a plain meaning here. The 12 rotations of methane carry a chosen hydrogen to each of four positions, three rotations to each, and the three that leave it in place are the rotations of the saddle point. So $12/3 = 4$ is the number of equivalent hydrogens open to attack. Using the symmetry numbers and also multiplying by four hydrogens would count this factor twice.

The ratio need not exceed 1. For two identical spinless spheres the complex has $\sigma_\ddagger = 2$: a half turn multiplies the state $J$ by $(-1)^J$, only even $J$ are allowed, and (10) gives $\tfrac12$. Kinetic theory has the same $\tfrac12$ because $N$ identical particles form about $N^2/2$ pairs. With $k$ counting events as $kc^2$, the test for two masses of 20 u gives $6.766\times10^{10}$ against $6.764\times10^{10}$ L mol⁻¹ s⁻¹. Omitting $\sigma$ there would make $k$ too large by 2. Equation (10) also presumes a single saddle point crossed in one direction. A chiral saddle point reached from achiral reactants has a mirror twin of equal energy that carries equal flux, and when the products are identical with the reactants the crossings in both directions are events; neither case arises here.

Equation (5) gives $k$ without any Gibbs energy. The electronic energies give $-40.639976 + 40.180554 + 0.498233$ hartree, or $\Delta E = 101.90$ kJ/mol. The zero-point energies add $118.58 - 125.83 = -7.25$ kJ/mol, so $\Delta E_0 = 94.65$ kJ/mol; the one imaginary mode, of magnitude 2237 cm⁻¹, is left out, and the program asserts that there is exactly one. The volume factor is $N_A(100.705\text{ pm})^3(25.243/24.485)^3 = 6.74\times10^{-4}$ L/mol. The electronic degeneracies cancel as $2/(2\times1)$. The rotational ratio is $(1190.16/3)/(426.58/12) = 396.719/35.548 = 11.16$. The vibrational ratio, with $q_{\rm vib} = \prod(1-e^{-\hbar\omega/k_BT})^{-1}$ from the geometric series for each mode, is $1.1139/1.0025 = 1.111$. Then

$$k = 6.212\times10^{12}\times6.74\times10^{-4}\times11.16\times1.111\times e^{-94.65/2.47896} = 1.36\times10^{-6}\ \text{L mol}^{-1}\text{s}^{-1},$$

the value found in (b).

An error $\delta$ in the barrier multiplies $k$ by $e^{-\delta/RT}$, so $\delta = RT\ln(k_{\rm correct}/k_{\rm faulty})$; errors in $\delta$ add and the factors multiply. In the table, "correct" means correct within this model, and a positive $\delta$ is a barrier too high.

| Fault | $k_{\rm correct}/k_{\rm faulty}$ | $\delta$, kJ/mol | $\delta$, kcal/mol |
|---|---|---|---|
| shift omitted | 24.47 | +7.93 | +1.89 |
| shift with wrong sign | 598.6 | +15.85 | +3.79 |
| all $\sigma = 1$ | 4 | +3.44 | +0.82 |
| only $\sigma_\ddagger$ omitted | 1/3 | −2.72 | −0.65 |
| only $\sigma_{\rm CH_4}$ omitted | 12 | +6.16 | +1.47 |
| shift and all $\sigma$ omitted | 97.9 | +11.36 | +2.72 |

Omitting only $\sigma_\ddagger$ is what the tempting solution did in regarding the saddle point as unsymmetrical: applied to the rate, it gives $4.09\times10^{-6}$ L mol⁻¹ s⁻¹, three times too large. The last row is $24.4654\times4 = 97.86$, with $k = 1.39\times10^{-8}$ L mol⁻¹ s⁻¹.

## These errors beside those of the electronic structure

The factors in the table depend on $T$, the standard states and the shapes of the three species. They would be the same at any level of theory that keeps these symmetries, and no improvement of method or basis removes them. The absolute $k$ is another matter. Hartree–Fock theory omits electron correlation, the unrestricted wave function at the saddle point has $\langle S^2\rangle = 0.791$ instead of 0.75, and the measured activation energy, as a rough size only, is some 50 to 60 kJ/mol, far below the $\Delta E_0$ of 94.65 kJ/mol. The quantum of the unstable mode, 2237 cm⁻¹ times $hc$, is about eleven times $k_BT$, so the classical treatment of the motion along $s$ is not justified at this temperature and tunnelling cannot be assumed small. A tunnelling factor would multiply the correct and the faulty rates alike. The value $1.36\times10^{-6}$ L mol⁻¹ s⁻¹ is the answer within the model and not a prediction. Even within Hartree–Fock theory it is not converged in the basis: at the same geometries the electronic barrier of 101.9 kJ/mol becomes 99.7 kJ/mol in 6-31G** and 99.0 kJ/mol in cc-pVTZ, which alone raises $k$ by a factor of 2.4 and 3.2.

For scale, 1 kcal/mol (4.184 kJ/mol) in the barrier is a factor $e^{4.184/2.47896} = 5.41$ in the rate. A second-order Møller–Plesset (MP2) single point in the same basis at the same geometries lowers the barrier by only 3.85 kJ/mol, a factor of 4.7. That is a small part of the gap to the rough measured size, so it is no estimate of the error of the Hartree–Fock barrier; how the rest of the gap divides among correlation beyond second order, the basis, spin contamination and tunnelling is not examined here. In the 6-31G basis the step from Hartree–Fock to MP2 moves the barrier by about as much as the symmetry numbers do (3.44 kJ/mol) and by about half of the standard-state shift (7.93 kJ/mol). That comparison belongs to this small basis without polarization functions: at the same geometries the MP2 lowering is 6.8 kJ/mol in 6-31G**, 13.5 kJ/mol in cc-pVDZ and 15.0 kJ/mol in cc-pVTZ, larger than the shift in the last two. The shift and the symmetry term are thus of the same order as a change of electronic method, they do not shrink as the method improves, and each costs one line of arithmetic.

## Computed results

```
T = 298.15 K, p0 = 101325 Pa, c0 = 1000 mol/m^3
RT = 2.47896 kJ/mol, kB T/h = 6.21244e+12 1/s
RT/p0 = 2.446540e-02 m^3/mol, c0RT = 2.47896e+06 Pa
c0RT/p0 = 24.4654, ln = 3.19726, squared = 598.6
shift 1 atm -> 1 M = 7.9259 kJ/mol = 1.8943 kcal/mol
shift 1 bar -> 1 M = 7.9585 kJ/mol = 1.9021 kcal/mol
T = 200 K: factor 16.411, shift = 4.6527 kJ/mol
T = 298 K: factor 24.453, shift = 7.9206 kJ/mol
T = 500 K: factor 41.029, shift = 15.4411 kJ/mol
1 kcal/mol = 4.184 kJ/mol -> rate factor 5.408
box sum minus ln factor: 9.87e-04 (1 u, N=1e6), 9.87e-05 (1 u, N=1e9), 2.39e-04 (17 u, N=1e6)
spheres 20+40 u, d=0.3 nm: Eyring 1.1719e+11, kinetic 1.1716e+11 L/(mol s)
spheres 20+20 u, d=0.3 nm: Eyring 6.7663e+10, kinetic 6.7642e+10 L/(mol s)
CH4: r(CH) = 108.21 pm
TS: r(C-Hb) = 136.85, r(Hb-Ha) = 92.88, r(CH) = 107.74 pm
TS: angle H-C-Hb = 103.94 deg, <S^2> = 0.7914
E(H, CH4, TS) = -0.498233, -40.180554, -40.639976 hartree
masses H, CH4, TS = 1.008, 16.043, 17.051 u
Lambda H, CH4, TS = 100.705, 25.243, 24.485 pm
CH4 wavenumbers 1/cm: 1517 1517 1517 1709 1709 3182 3296 3296 3296
TS wavenumbers 1/cm (minus = imaginary): -2237 625 625 1252 1325 1325 1517 1585 1585 3233 3377 3377
ZPE CH4, TS = 125.83, 118.58 kJ/mol
q_vib CH4, TS = 1.0025, 1.1139; q_el H, CH4, TS = 2, 1, 2
theta CH4 = 7.706 K; TS a, b = 7.335, 2.831 K
sigma CH4 = 12, TS = 3, ratio = 4, equivalent H = 4
improper operations (not counted): CH4 12, TS 3
CH4 spin weights J=0..5: [5, 3, 5, 11, 13, 11]
q_rot CH4: sigma=1 426.58, /sigma 35.548, quantum 35.778
q_rot TS: sigma=1 1190.16, /sigma 396.719, quantum 397.855
dE = 101.90 kJ/mol, dE0 = 94.65 kJ/mol
dG(1 atm) = 114.43 kJ/mol = 27.35 kcal/mol
dG(1 M) = 106.51 kJ/mol = 25.46 kcal/mol
k partition functions = 1.3620e-06, from dG(1 M) = 1.3620e-06 L/(mol s)
k with quantum rotor sums = 1.3571e-06 L/(mol s)
shift omitted: k = 5.567e-08 L/(mol s), k_true/k = 24.465, dG error +7.926 kJ/mol = +1.894 kcal/mol
shift wrong sign: k = 2.276e-09 L/(mol s), k_true/k = 598.554, dG error +15.852 kJ/mol = +3.789 kcal/mol
all sigma = 1: k = 3.405e-07 L/(mol s), k_true/k = 4.000, dG error +3.437 kJ/mol = +0.821 kcal/mol
sigma TS omitted: k = 4.086e-06 L/(mol s), k_true/k = 0.333, dG error -2.723 kJ/mol = -0.651 kcal/mol
sigma CH4 omitted: k = 1.135e-07 L/(mol s), k_true/k = 12.000, dG error +6.160 kJ/mol = +1.472 kcal/mol
shift and sigma omitted: k = 1.392e-08 L/(mol s), k_true/k = 97.862, dG error +11.362 kJ/mol = +2.716 kcal/mol
MP2 change of barrier = -3.85 kJ/mol -> rate factor 4.718e+00
```
